# Two-body and three-body parts of the transcorrelated Hamiltonian: a program that tests the result

```python
"""Transcorrelated Hamiltonian with a pair Jastrow factor.

Result under test (atomic units), tau = sum_{i<j} u(r_i, r_j):
  exp(-tau) H exp(tau) = H - sum_{i<j} K_ij - sum_{i<j<k} L_ijk
  K_ij  = (lap_i u + lap_j u + |grad_i u|^2 + |grad_j u|^2)/2
          + grad_i u . grad_i + grad_j u . grad_j
  L_ijk = grad_i u_ij . grad_i u_ik + the same with j and k as centre
Only the terms grad u . grad are non-Hermitian one by one.
H: electronic Hamiltonian with a local potential; u: real symmetric
pair function; lap: Laplacian. The model part works in eV and angstrom.
"""
from itertools import combinations
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

# ---- 1. Commutator series for one coordinate, arbitrary functions ----
x = sp.symbols("x", real=True)
tau_s = sp.Function("tau")(x)
f_s = sp.Function("f")(x)


def kinetic(f):
    return -sp.diff(f, x, 2) / 2


def commutator_with_tau(operator):
    return lambda f: operator(tau_s * f) - tau_s * operator(f)


first = commutator_with_tau(kinetic)
second = commutator_with_tau(first)
third = commutator_with_tau(second)
similarity = sp.exp(-tau_s) * kinetic(sp.exp(tau_s) * f_s)
series = kinetic(f_s) + first(f_s) + second(f_s) / 2
assert sp.simplify(sp.expand(similarity - series)) == 0
assert sp.simplify(sp.expand(second(f_s) + sp.diff(tau_s, x)**2 * f_s)) == 0
assert sp.simplify(sp.expand(third(f_s))) == 0

# ---- 2. Four electrons in three dimensions, pointwise ----
STEP = 5e-3


def derivatives(func, r, i):
    """Gradient and Laplacian for electron i by fourth-order differences."""
    gradient, laplacian = np.zeros(3), 0.0
    centre = func(r)
    for axis in range(3):
        values = []
        for shift in (-2, -1, 1, 2):
            moved = r.copy()
            moved[i, axis] += shift * STEP
            values.append(func(moved))
        m2, m1, p1, p2 = values
        gradient[axis] = (m2 - 8*m1 + 8*p1 - p2) / (12 * STEP)
        laplacian += (-m2 + 16*m1 - 30*centre + 16*p1 - p2) / (12 * STEP**2)
    return gradient, laplacian


def pair_function(r):
    d = np.linalg.norm(r[0] - r[1])
    return 0.5 * d / (1 + d) + 0.05 * d * np.exp(-0.3 * np.sum(r**2))


def tau_total(r):
    return sum(pair_function(r[[i, j]]) for i, j in combinations(range(4), 2))


def trial(r):
    poly = 1 + 0.5*r[0, 0]*r[1, 1] + 0.3*r[2, 2]*r[3, 0] - 0.2*r[1, 0]
    return np.exp(-0.4 * np.sum(r**2)) * poly


def dressed(r):
    return np.exp(tau_total(r)) * trial(r)


points = np.array([[0.0, 0.0, 0.2], [1.1, -0.3, 0.4],
                   [-0.5, 0.9, -0.7], [0.3, -1.0, -0.8]])
phi = trial(points)
trial_der = [derivatives(trial, points, i) for i in range(4)]
direct = sum(-0.5 * derivatives(dressed, points, i)[1] for i in range(4))
direct = direct * np.exp(-tau_total(points)) / phi
direct += 0.5 * sum(d[1] for d in trial_der) / phi
pair_der = {(i, j): derivatives(pair_function, points[[i, j]], 0)
            for i in range(4) for j in range(4) if i != j}
k_sum = 0.0
for i, j in combinations(range(4), 2):
    for a, b in ((i, j), (j, i)):
        g, lap = pair_der[a, b]
        k_sum += 0.5 * (lap + g @ g) + g @ trial_der[a][0] / phi
l_sum = 0.0
for i, j, k in combinations(range(4), 3):
    for a, b, c in ((i, j, k), (j, i, k), (k, i, j)):
        l_sum += pair_der[a, b][0] @ pair_der[a, c][0]
point_error = abs(direct + k_sum + l_sum)
assert point_error < 1e-6
assert abs(l_sum) > 1e-3

# ---- 3. Adjoint of the gradient term for a cusped u in 3D ----
# u(r) = (1 - exp(-r))/2 has slope 1/2 at r = 0.


def adjoint_integrand(r):
    f, df = np.exp(-r), -np.exp(-r)
    g = np.exp(-0.6 * r**2)
    dg = -1.2 * r * g
    du, d2u = 0.5 * np.exp(-r), -0.5 * np.exp(-r)
    return r**2 * du * (f*dg + df*g) + f*g*(r**2 * d2u + 2*r*du)


cusp_error = abs(quad(adjoint_integrand, 0, 15, epsabs=1e-12, limit=200)[0])
assert cusp_error < 1e-9

# ---- 4. Three spin-polarized electrons in a 1D harmonic trap ----
HBAR2_M = const.hbar**2 / const.m_e / const.e * 1e20       # eV angstrom^2
COULOMB = const.e / (4*np.pi*const.epsilon_0) * 1e10       # eV angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]
trap, soft, amp, width = 10.0, 1.0, 0.3, 1.0
length = np.sqrt(HBAR2_M / trap)
n_orb, n_quad = 16, 48

q, w = np.polynomial.hermite.hermgauss(n_quad)
w = w * np.exp(q**2)
orb = np.zeros((n_quad, n_orb + 1))
orb[:, 0] = np.pi**-0.25 * np.exp(-q**2 / 2)
orb[:, 1] = np.sqrt(2) * q * orb[:, 0]
for n in range(1, n_orb):
    orb[:, n+1] = (np.sqrt(2/(n+1)) * q * orb[:, n]
                   - np.sqrt(n/(n+1)) * orb[:, n-1])
d_orb = np.zeros((n_quad, n_orb))
for n in range(n_orb):
    d_orb[:, n] = -np.sqrt((n+1)/2) * orb[:, n+1]
    if n > 0:
        d_orb[:, n] += np.sqrt(n/2) * orb[:, n-1]
d_orb /= length
orb = orb[:, :n_orb]

# Integrands are symmetric and vanish at coincidence, so ordered points do.
grid = np.array(list(combinations(range(n_quad), 3)))
weight = w[grid].prod(axis=1)
pos = length * q[grid]
# Determinants with the parity of the noninteracting ground state.
dets = np.array([c for c in combinations(range(n_orb), 3) if sum(c) % 2])
ia, ib, ic = dets.T


def det3(f, g, h):
    return (f[:, ia] * (g[:, ib]*h[:, ic] - g[:, ic]*h[:, ib])
            - f[:, ib] * (g[:, ia]*h[:, ic] - g[:, ic]*h[:, ia])
            + f[:, ic] * (g[:, ia]*h[:, ib] - g[:, ib]*h[:, ia]))


value = [orb[grid[:, i]] for i in range(3)]
slope = [d_orb[grid[:, i]] for i in range(3)]
states = det3(*value)


def local_matrix(local):
    return states.T @ ((weight * local)[:, None] * states)


overlap_error = np.abs(local_matrix(np.ones(len(grid)))
                       - np.eye(len(dets))).max()
assert overlap_error < 1e-9


def du(s):
    return amp * s / width**2 * np.exp(-s**2 / (2*width**2))


def d2u(s):
    return amp / width**2 * (1 - s**2/width**2) * np.exp(-s**2/(2*width**2))


pairs = list(combinations(range(3), 2))
sep = {(i, j): pos[:, i] - pos[:, j]
       for i in range(3) for j in range(3) if i != j}
repulsion = sum(COULOMB / np.sqrt(sep[p]**2 + soft**2) for p in pairs)
one_body = trap * (dets.sum(axis=1) + 1.5)
rep_mat = local_matrix(repulsion)
ham = np.diag(one_body) + rep_mat
lap_mat = local_matrix(-HBAR2_M * sum(d2u(sep[p]) for p in pairs))
square_mat = local_matrix(-HBAR2_M * sum(du(sep[p])**2 for p in pairs))
three = sum(du(sep[i, j]) * du(sep[i, k])
            for i, j, k in ((0, 1, 2), (1, 0, 2), (2, 0, 1)))
three_mat = local_matrix(-HBAR2_M * three)
flow = np.zeros_like(states)
for i in range(3):
    grad_tau = sum(du(sep[i, j]) for j in range(3) if j != i)
    factors = [slope[n] if n == i else value[n] for n in range(3)]
    flow += grad_tau[:, None] * det3(*factors)
grad_mat = -HBAR2_M * states.T @ (weight[:, None] * flow)
tc_ham = ham + lap_mat + grad_mat + square_mat + three_mat

# Hermitian part of the gradient term cancels the Laplacian term.
adjoint_error = np.abs(grad_mat + grad_mat.T + 2*lap_mat).max()
assert adjoint_error < 1e-6
assert np.abs(grad_mat - grad_mat.T).max() > 0.1


def lowest(matrix, m=n_orb):
    keep = np.flatnonzero(ic < m)
    values = np.linalg.eigvals(matrix[np.ix_(keep, keep)])
    ground = values[np.argmin(values.real)]
    assert abs(ground.imag) < 1e-7
    return ground.real


sizes = (6, 8, 12, 16)
table = [(m, lowest(ham, m), lowest(tc_ham, m)) for m in sizes]
e_ham, e_tc = table[-1][1:]
e_no_three = lowest(tc_ham - three_mat)
e_no_grad = lowest(tc_ham - grad_mat)
e_no_comm = lowest(ham + square_mat + three_mat)
# Tolerance in eV: both energies carry the error of the finite basis.
assert abs(e_ham - e_tc) < 5e-3
for e_cut in (e_no_three, e_no_grad, e_no_comm):
    assert abs(e_cut - e_ham) > 5 * abs(e_tc - e_ham)

excited = int(np.flatnonzero((dets == [0, 1, 4]).all(axis=1))[0])

print("POINTWISE TEST, 4 electrons in 3D (atomic units)")
print(f"transform minus original, direct: {direct:.8f} hartree")
print(f"minus sum of K: {-k_sum:.8f} hartree")
print(f"minus sum of L: {-l_sum:.8f} hartree")
print(f"mismatch: {point_error:.1e} hartree")
print(f"adjoint integral with cusp, should be 0: {cusp_error:.1e}")
print("MODEL: 3 spin-polarized electrons, 1D trap")
print(f"trap quantum: {trap:.1f} eV")
print(f"softening length: {soft:.1f} angstrom")
print(f"Jastrow depth: {amp:.1f} (no unit)")
print(f"Jastrow width b: {width:.1f} angstrom")
print(f"hbar^2/m: {HBAR2_M:.4f} eV angstrom^2")
print(f"e^2/(4 pi eps0): {COULOMB:.4f} eV angstrom")
print(f"trap length: {length:.4f} angstrom")
print(f"orbitals: {n_orb}, determinants: {len(dets)}")
print("MEAN VALUES in the determinant (0,1,2)")
print(f"one-body energy: {one_body[0]:.4f} eV")
print(f"repulsion: {rep_mat[0, 0]:.4f} eV")
print(f"H: {ham[0, 0]:.4f} eV")
print(f"Laplacian term of -K: {lap_mat[0, 0]:.4f} eV")
print(f"gradient term of -K: {grad_mat[0, 0]:.4f} eV")
print(f"squared-gradient term of -K: {square_mat[0, 0]:.4f} eV")
print(f"-L: {three_mat[0, 0]:.4f} eV")
print(f"transcorrelated H: {tc_ham[0, 0]:.4f} eV")
print("MATRIX ELEMENTS, A = (0,1,2), B = (0,1,4)")
print(f"<B|H|A>: {ham[excited, 0]:.4f} eV")
print(f"<B|TC H|A>: {tc_ham[excited, 0]:.4f} eV")
print(f"<A|TC H|B>: {tc_ham[0, excited]:.4f} eV")
print(f"<B|gradient term|A>: {grad_mat[excited, 0]:.4f} eV")
print(f"<A|gradient term|B>: {grad_mat[0, excited]:.4f} eV")
print(f"<B|Laplacian term|A>: {lap_mat[excited, 0]:.4f} eV")
print(f"largest error of adjoint relation: {adjoint_error:.1e} eV")
print("GROUND-STATE ENERGY against number of orbitals")
for m, e_h, e_t in table:
    print(f"{m:2d} orbitals: H {e_h:.6f} eV, TC H {e_t:.6f} eV")
print(f"difference, largest basis: {e_tc - e_ham:.1e} eV")
print(f"H, largest basis: {e_ham / HARTREE:.6f} hartree")
print(f"TC H, largest basis: {e_tc / HARTREE:.6f} hartree")
print("GROUND-STATE ENERGY with a part of TC H left out")
print(f"without L: {e_no_three:.4f} eV")
print(f"shift without L: {e_no_three - e_ham:.4f} eV")
print(f"without gradient term: {e_no_grad:.4f} eV")
print(f"shift without gradient term: {e_no_grad - e_ham:.4f} eV")
print(f"without whole commutator: {e_no_comm:.4f} eV")
print(f"shift without commutator: {e_no_comm - e_ham:.4f} eV")
print("all good")
```

Printed output:

```
POINTWISE TEST, 4 electrons in 3D (atomic units)
transform minus original, direct: 0.46405325 hartree
minus sum of K: 0.47031758 hartree
minus sum of L: -0.00626433 hartree
mismatch: 5.6e-11 hartree
adjoint integral with cusp, should be 0: 6.1e-18
MODEL: 3 spin-polarized electrons, 1D trap
trap quantum: 10.0 eV
softening length: 1.0 angstrom
Jastrow depth: 0.3 (no unit)
Jastrow width b: 1.0 angstrom
hbar^2/m: 7.6200 eV angstrom^2
e^2/(4 pi eps0): 14.3996 eV angstrom
trap length: 0.8729 angstrom
orbitals: 16, determinants: 280
MEAN VALUES in the determinant (0,1,2)
one-body energy: 45.0000 eV
repulsion: 25.1122 eV
H: 70.1122 eV
Laplacian term of -K: 0.7270 eV
gradient term of -K: -0.7270 eV
squared-gradient term of -K: -0.3990 eV
-L: 0.0275 eV
transcorrelated H: 69.7407 eV
MATRIX ELEMENTS, A = (0,1,2), B = (0,1,4)
<B|H|A>: -2.0426 eV
<B|TC H|A>: -0.6743 eV
<A|TC H|B>: -3.2261 eV
<B|gradient term|A>: 0.9779 eV
<A|gradient term|B>: -1.5738 eV
<B|Laplacian term|A>: 0.2980 eV
largest error of adjoint relation: 8.2e-15 eV
GROUND-STATE ENERGY against number of orbitals
 6 orbitals: H 69.440016 eV, TC H 69.424392 eV
 8 orbitals: H 69.437286 eV, TC H 69.435447 eV
12 orbitals: H 69.436629 eV, TC H 69.436603 eV
16 orbitals: H 69.436589 eV, TC H 69.436586 eV
difference, largest basis: -3.0e-06 eV
H, largest basis: 2.551748 hartree
TC H, largest basis: 2.551747 hartree
GROUND-STATE ENERGY with a part of TC H left out
without L: 69.3856 eV
shift without L: -0.0510 eV
without gradient term: 70.0248 eV
shift without gradient term: 0.5882 eV
without whole commutator: 69.1230 eV
shift without commutator: -0.3136 eV
all good
```
